\section*{Two derivations of phonon transmission through a spring joint between chains}

\section{The decision and the model}

Before computing the heat carried by lattice vibrations across a contact, one must decide whether the force constant of the interface bond has to be determined, or whether the masses per length and sound speeds of the two sides are enough. The answer depends on frequency. For harmonic chains the bond drops out of the transmission at zero frequency, but it can control the conductance at room temperature.

The left chain occupies sites $n\le0$, with masses $m_1$ and springs $k_1$. The right chain occupies $n\ge1$, with $m_2$ and $k_2$. One spring $k_c>0$ joins sites 0 and 1. Atoms move along one line with harmonic nearest-neighbour forces. Amplitudes vary as $e^{-i\omega t}$, and the algebra uses atomic units, $\hbar=1$.

In chain $j$ a wave $e^{iqn}$ obeys $-m_j\omega^2=k_j(e^{iq}+e^{-iq}-2)$, so
\begin{equation}
m_j\omega^2=4k_j\sin^2(q_j/2),\qquad 0<q_j<\pi .
\end{equation}
Define the impedance
\begin{equation}
Z_j(\omega)=\sqrt{k_jm_j-m_j^2\omega^2/4}=z_j\cos(q_j/2),\qquad z_j=\sqrt{k_jm_j}.
\end{equation}
For atomic spacing $a$, $z_j=(m_j/a)(a\sqrt{k_j/m_j})$ is mass per length times sound speed. Since $\omega=2\sqrt{k_j/m_j}\sin(q_j/2)$,
\begin{equation}
\omega Z_j=2k_j\sin(q_j/2)\cos(q_j/2)=k_j\sin q_j .
\end{equation}

Both derivations need the response of a half-chain to a force $F$ on its end atom. For the right chain,
\begin{equation}
-m_2\omega^2u_1=k_2(u_2-u_1)+F .
\end{equation}
If the outgoing wave were continued to a fictitious site 0, with $u_0=e^{-iq_2}u_1$, the bulk equation would contain $k_2(u_0-u_1)$ in place of $F$. Hence $F=D_2u_1$, and by mirror symmetry the left chain has the same form:
\begin{equation}
D_j=k_j(e^{-iq_j}-1)=-\tfrac12m_j\omega^2-i\omega Z_j . \label{D}
\end{equation}
The real part follows from $k_j(\cos q_j-1)=-2k_j\sin^2(q_j/2)$.

\section{First derivation: scattering of a wave}

Let $u_n=e^{iq_1n}+re^{-iq_1n}$ on the left and $u_n=te^{iq_2(n-1)}$ on the right, so $u_0=1+r$ and $u_1=t$. In a wave of amplitude $A$, atom $n$ exerts the force $k(u_n-u_{n+1})$ on atom $n+1$. The mean power is
\begin{equation}
\tfrac12\mathrm{Re}\left[k(e^{iq}-1)(-i\omega)\right]|A|^2
=\tfrac12\omega k\sin q\,|A|^2=\tfrac12\omega^2Z|A|^2 .
\end{equation}
The transmitted fraction is therefore $T=(Z_2/Z_1)|t|^2$.

Let $f=k_c(u_1-u_0)$ be the joint's force on atom 0. It replaces the force from a fictitious continuation of the left chain to site 1:
\begin{align}
f&=k_1(e^{iq_1}-1)+r\,k_1(e^{-iq_1}-1)=D_1^*+rD_1\nonumber\\
&=D_1u_0+(D_1^*-D_1)=D_1u_0+2i\omega Z_1 .
\end{align}
Atom 1 feels $-f=D_2u_1$. Thus $u_0=(f-2i\omega Z_1)/D_1$ and $u_1=-f/D_2$. Inserting these in $f/k_c=u_1-u_0$ gives
\begin{equation}
f\left(\frac1{k_c}+\frac1{D_1}+\frac1{D_2}\right)=\frac{2i\omega Z_1}{D_1}.
\end{equation}
Then, from $t=-f/D_2$,
\begin{equation}
t=\frac{-2i\omega Z_1}{D_1+D_2+D_1D_2/k_c},\qquad
T=\frac{4\omega^2Z_1Z_2}{|D_1+D_2+D_1D_2/k_c|^2}. \label{compact}
\end{equation}

To display the spectrum, write $D_j=-\omega(m_j\omega/2+iZ_j)$. The denominator inside the modulus is
\begin{align}
&-\omega\Big\{\omega\Big[\frac{m_1+m_2}{2}+\frac{Z_1Z_2}{k_c}-\frac{m_1m_2\omega^2}{4k_c}\Big]\nonumber\\
&\qquad+i\Big[Z_1+Z_2-\frac{\omega^2(m_1Z_2+m_2Z_1)}{2k_c}\Big]\Big\}.
\end{align}
The term $+Z_1Z_2/k_c$ arises from $(iZ_1)(iZ_2)=-Z_1Z_2$ and the minus sign taken outside. Cancelling $\omega^2$,
\begin{equation}
\boxed{T=\frac{4Z_1Z_2}{\left[Z_1+Z_2-\dfrac{\omega^2(m_1Z_2+m_2Z_1)}{2k_c}\right]^2+\omega^2\left[\dfrac{m_1+m_2}{2}+\dfrac{Z_1Z_2}{k_c}-\dfrac{m_1m_2\omega^2}{4k_c}\right]^2}} \label{T}
\end{equation}
for $0<\omega<\min_j 2\sqrt{k_j/m_j}$. Above the lower band top one chain carries no travelling wave, and $T=0$.

As a check, take identical chains with $k_c=k$. The first bracket is $2Z(1-m\omega^2/2k)=2Z\cos q$. The second, with its factor $\omega$, is $2m\omega\cos^2(q/2)=2Z\sin q$. Their squares add to $4Z^2$, so $T=1$.

\section{Second derivation: heat exchanged by fluctuations}

This route uses no incident wave. Start with separate half-chains in equilibrium at temperatures $\Theta_L$ and $\Theta_R$, and let $u_0^0$ and $u_1^0$ be the thermal motions of their free ends. With $\chi_j=1/D_j$, joining them gives
\begin{equation}
u_0=u_0^0+\chi_1f,\qquad u_1=u_1^0-\chi_2f,\qquad f=k_c(u_1-u_0).
\end{equation}
Subtracting the first two equations yields
\begin{equation}
f=\frac{u_1^0-u_0^0}{\Lambda},\qquad \Lambda=\frac1{k_c}+\chi_1+\chi_2 .
\end{equation}

The strength of the thermal motion follows from the normal modes of a separate chain. Let $\phi_s$ be the mass-weighted weight of mode $s$ on the end atom, including the factor $m^{-1/2}$. Then $\chi=\sum_s\phi_s^2/[\omega_s^2-(\omega+i0)^2]$, and for $\omega>0$
\begin{equation}
\mathrm{Im}\,\chi=\sum_s\frac{\pi\phi_s^2}{2\omega_s}\delta(\omega-\omega_s).
\end{equation}
Each mode has mean square coordinate $(n_s+\frac12)/\omega_s$ and oscillates as $\cos\omega_st$, where $n(\omega,\Theta)=1/(e^{\omega/k_B\Theta}-1)$. The Fourier transform of the symmetrized correlation is therefore
\begin{equation}
S(\omega)=\sum_s\frac{\pi\phi_s^2}{\omega_s}\left(n_s+\tfrac12\right)\delta(\omega-\omega_s)=(2n+1)\,\mathrm{Im}\,\chi(\omega),
\end{equation}
with mean squares given by $\int_{-\infty}^{\infty}S\,d\omega/2\pi$.

Consider the left chain's noise alone. It exerts on atom 1 a force $-f$ with spectrum $S_1/|\Lambda|^2$. Atom 1 responds with velocity $-i\omega\chi_2(-f)$, so the absorbed power per unit force spectrum is $\mathrm{Re}(-i\omega\chi_2)=\omega\,\mathrm{Im}\chi_2$. Positive and negative frequencies contribute equally:
\begin{equation}
P_{L\to R}=\int_0^\infty\frac{d\omega}{\pi}\,\omega\,\frac{(2n_L+1)\,\mathrm{Im}\chi_1\mathrm{Im}\chi_2}{|\Lambda|^2}
=\int_0^\infty\frac{d\omega}{2\pi}\,\omega\left(n_L+\tfrac12\right)T .
\end{equation}
Here
\begin{equation}
T=\frac{4\,\mathrm{Im}\chi_1\,\mathrm{Im}\chi_2}{|\Lambda|^2}.
\end{equation}
The reverse current has the same $T$, because the expression is symmetric. The two noises are uncorrelated and the joint stores no energy on average, so the net current is
\begin{equation}
J=\int_0^\infty\frac{d\omega}{2\pi}\,\omega\,T(\omega)(n_L-n_R), \label{J}
\end{equation}
in which the zero-point halves have cancelled. Since $\mathrm{Im}(1/D_j)=-\mathrm{Im}D_j/|D_j|^2=\omega Z_j/|D_j|^2$,
\begin{equation}
T=\frac{4\omega^2Z_1Z_2}{|D_1D_2\Lambda|^2}=\frac{4\omega^2Z_1Z_2}{|D_1+D_2+D_1D_2/k_c|^2},
\end{equation}
which is Eq.~(\ref{compact}).

The scattering picture gives the same current. Incident modes have density $dq/2\pi$ per site, speed $d\omega/dq$ and energy $\omega n$. They bring $\omega n\,d\omega/2\pi$ to the joint, and the fraction $T$ passes.

\section{Zero frequency and the first correction}

As $\omega\to0$ at fixed $k_c>0$, $D_j\to-i\omega z_j$. The sum $D_1+D_2$ is of order $\omega$, while $D_1D_2/k_c$ is of order $\omega^2$. Therefore
\begin{equation}
T\to T_0=\frac{4z_1z_2}{(z_1+z_2)^2}. \label{T0}
\end{equation}
The force carried by a slow wave is proportional to $\omega$, so the stretch it causes in the joint vanishes relative to the common motion. The limits do not commute: if $k_c\to0$ first, no force passes and $T=0$.

The next order shows when the spring returns. Let $S_z=z_1+z_2$ and $\tau_j=\sqrt{m_j/k_j}$, so $m_j=z_j\tau_j$, $1/k_j=\tau_j/z_j$ and $Z_j\simeq z_j(1-\tau_j^2\omega^2/8)$. Expanding Eq.~(\ref{T}) as $T=T_0(1-B\omega^2)+O(\omega^4)$ gives
\begin{align}
B={}&\frac{\tau_1^2+\tau_2^2}{8}-\frac{z_1\tau_1^2+z_2\tau_2^2}{4S_z}
-\frac{z_1z_2(\tau_1+\tau_2)}{S_zk_c}\nonumber\\
&+\frac1{S_z^2}\left[\frac{z_1\tau_1+z_2\tau_2}{2}+\frac{z_1z_2}{k_c}\right]^2 .
\end{align}
The first term comes from the numerator, the next two from the first squared bracket, and the last from the second. The coefficient of $1/k_c$ is
\begin{equation}
\frac{z_1z_2}{S_z^2}\left[z_1\tau_1+z_2\tau_2-(\tau_1+\tau_2)S_z\right]
=-\frac{z_1z_2(z_1\tau_2+z_2\tau_1)}{S_z^2}
=-\frac{2}{k_*}\left(\frac{z_1z_2}{S_z}\right)^2,
\end{equation}
where $1/k_*=\frac12(1/k_1+1/k_2)$. Completing the square subtracts $(z_1\tau_2+z_2\tau_1)^2/4S_z^2$ from the terms without $k_c$. Their first two parts combine to $(z_2-z_1)(\tau_1^2-\tau_2^2)/8S_z$. The remaining difference of squares is
\begin{equation}
\frac{(z_1\tau_1+z_2\tau_2)^2-(z_1\tau_2+z_2\tau_1)^2}{4S_z^2}
=\frac{(z_1-z_2)(\tau_1^2-\tau_2^2)}{4S_z}.
\end{equation}
Adding the two,
\begin{equation}
B=\left(\frac{z_1z_2}{S_z}\right)^2\left(\frac1{k_c}-\frac1{k_*}\right)^2
+\frac{(z_1-z_2)(\tau_1^2-\tau_2^2)}{8S_z}.
\end{equation}
At this order the best joint has the harmonic-mean stiffness $k_*=2k_1k_2/(k_1+k_2)$. If the larger impedance belongs to the chain with smaller $\tau$, the last term is negative, and near $k_c=k_*$ the transmission first rises above $T_0$.

For a joint so soft that the frequency $\omega_c$ below lies far beneath both band tops, $D_j\simeq-i\omega z_j$ still holds where the joint begins to reflect. Then, for frequencies well below both band tops,
\begin{equation}
T\simeq\frac{T_0}{1+(\omega/\omega_c)^2},\qquad
\omega_c=k_c\left(\frac1{z_1}+\frac1{z_2}\right). \label{wc}
\end{equation}

\section{What each derivation assumes}

Both routes assume harmonic forces, two perfect semi-infinite chains and outgoing response. The scattering route needs no temperature and gives $T$ for a single coherent wave. To obtain heat flow it also needs thermally occupied, mutually incoherent incident modes.

The fluctuation route assumes separate equilibrium states before joining, no correlation between them, and a wait long enough for transients to leave but too short for echoes from distant ends. It yields the heat current directly. For the power to settle to a constant value, no vibration may be trapped at the joint. A trapped vibration keeps a memory of the initial state and makes the power oscillate, although its contribution, proportional to the product of its coordinate and velocity, drops out of the long-time average. The scattering amplitude at band frequencies does not need this condition.

A trapped mode requires $\Lambda=0$ at a frequency above both bands, because inside either band $\mathrm{Im}\Lambda>0$. Above band $j$, $|D_j|\ge2k_j$ and $|D_j|\ge m_j\omega^2/2$. If chain 2 has the higher band top, then $\omega^2\ge4k_2/m_2$, so $|\chi_2|\le1/2k_2$ and $|\chi_1|\le m_2/(2m_1k_2)$. No mode is trapped if
\begin{equation}
\frac1{k_c}>\frac1{2k_2}\left(1+\frac{m_2}{m_1}\right).
\end{equation}

\section{Silver on a light insulator}

In a metal film on an insulator, heat must enter the insulator as lattice vibration. Take rough silver values, $m_1=108$ u and $k_1=2.7$ eV/\AA$^2$, and a round model insulator, $m_2=20$ u and $k_2=6.0$ eV/\AA$^2$. Compare a bonded joint, $k_c=4.0$ eV/\AA$^2$, with a weak one, $k_c=1.0$ eV/\AA$^2$, holding both chains fixed. The trapping condition is met: its right side is 0.099 \AA$^2$/eV, against $1/k_c=0.25$ and 1.

The impedances are $z_1=\sqrt{108\times2.7}=17.08$ and $z_2=\sqrt{20\times6.0}=10.95$ in $\sqrt{\mathrm{u\,eV}}$/\AA, so
\begin{equation}
T_0=\frac{4\times17.08\times10.95}{(28.03)^2}=0.952 .
\end{equation}
Direct solutions of the equations of motion near zero frequency, for $k_c$ from 0.01 to 100 eV/\AA$^2$, lie between 0.95226 and 0.95230. With $k_c=10^{-6}$ eV/\AA$^2$ at $6.47\times10^{-5}$ eV, $T$ is instead $2.1\times10^{-8}$, as the other order of limits requires.

\begin{center}
\begin{tabular}{ccc}
$\hbar\omega$ (eV) & $T$, bonded & $T$, weak\\
0.001 & 0.952 & 0.947\\
0.005 & 0.946 & 0.825\\
0.010 & 0.922 & 0.563\\
0.015 & 0.852 & 0.312\\
0.020 & 0.427 & 0.070
\end{tabular}
\end{center}

The silver band ends at 0.0204 eV, where $Z_1$ and hence $T$ vanish. The weak joint's crossover energy $\hbar\omega_c$ is 0.0097 eV. Equation~(\ref{wc}) would give 0.46 at 0.010 eV instead of 0.563, because this joint is not soft enough for $D_j\simeq-i\omega z_j$ to hold there; the corrections from both chains matter. The bonded value, 0.039 eV, lies above the silver band.

The conductance $G$ per chain is the temperature derivative of Eq.~(\ref{J}). At low temperature $T$ may be replaced by $T_0$. With $\hbar$ restored and $x=\hbar\omega/k_B\Theta$,
\begin{equation}
G\to T_0\frac{k_B^2\Theta}{h}\int_0^\infty\frac{x^2e^x\,dx}{(e^x-1)^2}=T_0\frac{\pi^2k_B^2\Theta}{3h}.
\end{equation}
Integration by parts turns the integral into $2\int_0^\infty x\,dx/(e^x-1)=\pi^2/3$. At 1 K the ratio of $G$ to $\pi^2k_B^2\Theta/3h$ is 0.9523 for the bonded joint and 0.9520 for the weak one. At 300 K the conductances separate to 0.363 and 0.231 eV/(ns K). With a rough area of 7.23 \AA$^2$ per silver atom, these are 803 and 513 MW/(m$^2$ K). For these two joints the difference in bond stiffness may be ignored at 1 K but not at 300 K.

A test of Eq.~(\ref{J}) joined finite chains of 200 and 500 atoms, prepared at 100 and 50 K, with the bonded spring. The later mean current was 14.662 eV/ns, and the formula gives the same to these digits.

\section{How far the model is from a real contact}

With $a=2.36$ \AA, the spacing of close-packed planes, the model's silver sound speed is 36.6 \AA/ps, in the regime of the real metal. The conductances above are not estimates for a planar contact, because they treat every atom column as if all waves arrived head-on. Real metal--insulator contacts are very roughly of order 100 MW/(m$^2$ K). Oblique waves make the largest correction found here. In a laterally matched scalar lattice with sideways springs $k_j/4$, sideways phases $p$ and $r$ add an on-site stiffness $bk_j$, with $b=\frac12(2-\cos p-\cos r)$. Transmission then needs
\begin{equation}
b\,\frac{k_2}{m_2}<\omega^2<(4+b)\frac{k_1}{m_1},
\end{equation}
hence $b<4(0.025)/(0.300-0.025)=0.36$, although $b$ extends to 2. With these sideways springs, most sideways wave vectors are totally reflected. The averages fall to 0.0097 and 0.0051 eV/(ns K), or about 21.5 and 11.4 MW/(m$^2$ K), reductions by factors of about 37 and 45. These factors depend strongly on the assumed sideways springs: with $k_j/20$ they are about 6 and 7, and with $k_j/2$ about 76 and 92. Roughness and lattice mismatch can change the sideways wave vector, and their effect is not computed.

The other estimates refer to the head-on chain at 300 K.

\begin{itemize}
\item Two shear branches, with all springs reduced to one quarter, add 0.367 (bonded) and 0.233 eV/(ns K) (weak), about doubling $G$.
\item If electrons in a thick silver film do not couple directly to the insulator's vibrations, they must first heat the silver lattice. For nearly isothermal electrons the lattice temperature offset $\theta$ obeys $\kappa\theta''=g\theta$, so the conductance per area is $\sqrt{g\kappa}$. Rough values $g=2\times10^{-4}$ eV/(ns K \AA$^3$) and $\kappa=3$ eV/(ns K \AA) give 0.177 eV/(ns K) per chain area. In series this lowers $G$ to 0.119 and 0.100 eV/(ns K). Beside the much smaller oblique averages found above with sideways springs $k_j/4$, it would be a correction of about 5\% or less.
\item A Morse bond has $V'''/V''=-3\alpha$ at its minimum. With a rough $\alpha=1.5$ \AA$^{-1}$, the rms stretches of 0.085 and 0.163 \AA\ change the joint stiffness by 38\% and 73\% in the linear estimate, which keeps only $V'''$. At the two ends of this swing the bonded $G$ is 0.351 and 0.358 eV/(ns K), both below the central value, so a maximum lies between them. The weak $G$ runs from 0.076 to 0.316 eV/(ns K). So large a swing strains the linear estimate: the full Morse curvature at the same stretches gives about 0.12 to 0.33 eV/(ns K). These ranges freeze the joint at one stretch, whereas the real stretch fluctuates while heat passes, so they are not error bars on $G$. The conductance of a fluctuating anharmonic joint is not computed here.
\item If the insulator chain is warmed slightly at 300 K, about 66\% of the added incident heat flux lies above the silver band. Harmonic transmission excludes it, whereas inelastic processes could pass part of it.
\end{itemize}

The zero-frequency theorem can thus justify omitting the bond stiffness when the thermal frequencies lie well below both $\omega_c$ and the band tops. It does not justify using $T_0$ for a room-temperature contact. Even at low frequency $T_0$ is only the head-on value: in the oblique lattice above, the bond stiffness still drops out as $\omega\to0$, but the transmission averaged over waves arriving from the insulator tends to about 0.81, not 0.952.

\section*{Table of computed values}
\begin{verbatim}
Ag mass, rough: 108 u; spring, rough: 2.7 eV/A^2
insulator mass: 20 u; spring: 6.0 eV/A^2
joining springs: bonded 4.0, weak 1.0 eV/A^2
impedances Ag, insulator: 17.076, 10.954 sqrt(u eV)/A
band tops Ag, insulator: 0.02045, 0.07083 eV
Ag sound speed in model: 36.6 A/ps
zero-frequency transmission T0: 0.95230
direct T near zero, kc 0.01 to 100 eV/A^2: 0.95226 to 0.95230
direct T, kc=1e-6 eV/A^2, energy 6.47e-05 eV: 2.14e-08
best low-frequency spring: formula 3.724, search 3.724 eV/A^2
largest spectrum error against direct solution: 1.0e-14
bonded: crossover energy 0.03875 eV
bonded: B/hbar^2 = 243.1 1/eV^2
weak: crossover energy 0.00969 eV
weak: B/hbar^2 = 5940.0 1/eV^2
T at 0.001 eV: bonded 0.9521, weak 0.9467
T at 0.005 eV: bonded 0.9462, weak 0.8254
T at 0.010 eV: bonded 0.9225, weak 0.5628
T at 0.015 eV: bonded 0.8523, weak 0.3125
T at 0.020 eV: bonded 0.4268, weak 0.0696
bonded packet: passed 0.92382, predicted 0.92382
weak packet: passed 0.57302, predicted 0.57302
heat current 100 K to 50 K, bonded: direct 14.6623 eV/ns
same current from transmission: 14.6618 eV/ns
conductance at 1 K over quantum: bonded 0.95229, weak 0.95197
area per Ag chain, rough: 7.23 A^2
bonded at 300 K: G = 0.3627 eV/(ns K) = 803 MW/(m^2 K)
bonded: with oblique waves 0.0097 eV/(ns K)
bonded: two shear branches add 0.3668 eV/(ns K)
bonded: with electron-phonon step 0.1190 eV/(ns K)
bonded: rms joint stretch 0.085 A, stiffness swing 0.38
bonded: G over that swing 0.3513 to 0.3579 eV/(ns K)
weak at 300 K: G = 0.2314 eV/(ns K) = 513 MW/(m^2 K)
weak: with oblique waves 0.0051 eV/(ns K)
weak: two shear branches add 0.2331 eV/(ns K)
weak: with electron-phonon step 0.1003 eV/(ns K)
weak: rms joint stretch 0.163 A, stiffness swing 0.73
weak: G over that swing 0.0757 to 0.3162 eV/(ns K)
rough Ag coupling g: 2.0e-04 eV/(ns K A^3)
rough Ag lattice conductivity: 3.0 eV/(ns K A)
electron-phonon conductance per chain area: 0.1772 eV/(ns K)
rough Morse parameter: 1.5 1/A; soft spring ratio: 0.25
insulator flux share above Ag band, 300 K: 0.658
\end{verbatim}
